\section*{The staggered field that removes a Neel-vector energy minimum}

\section{Problem}

An antiferromagnetic film has two sublattices whose moments, each of size $m$ per formula unit, point in opposite directions. The Neel vector, which is the direction of the first sublattice, lies in the film plane at an angle $\phi$ from an easy axis. A second easy axis lies at $90^\circ$. An electric current produces a staggered field: it acts on the first sublattice as $+B$ and on the second as $-B$, along the $90^\circ$ axis. The energy per formula unit is
\begin{equation}
E(\phi)=\frac K4\sin^2(2\phi)-h\sin\phi ,\qquad K>0,\quad h\ge 0 .
\label{eq:energy}
\end{equation}
The field term follows from the two Zeeman energies. The first sublattice contributes $-mB\sin\phi$. The second has its moment reversed and its field reversed, so it contributes $-mB\sin\phi$ as well, and
\begin{equation}
h=2mB .
\end{equation}

The Neel vector rests at $\phi=0$ with $h=0$. The field is then raised slowly, so that the system stays in its local minimum as long as that minimum exists. The whole film turns together, the two moments stay antiparallel, and thermal motion is ignored. At what $h$ does the minimum disappear?

\section{A tempting solution}

A minimum is lost when its curvature reaches zero. Since $\sin^2(2\phi)=\tfrac12[1-\cos(4\phi)]$, two derivatives of the energy give
\begin{align}
E'(\phi)&=\frac K2\sin(4\phi)-h\cos\phi ,\label{eq:slope}\\
E''(\phi)&=2K\cos(4\phi)+h\sin\phi .\label{eq:curv}
\end{align}
The state sits at $\phi=0$, where
\begin{equation}
E''(0)=2K .
\end{equation}
This is positive and does not contain $h$. The conclusion would be that the minimum survives every field, and that a staggered field along the other easy axis can never switch the film.

\section{Where it fails}

The curvature is correct, but it is taken at the wrong place. Curvature decides stability at a stationary point, and $\phi=0$ stops being one as soon as the field is on:
\begin{equation}
E'(0)=-h\neq0 .
\end{equation}
The negative slope pushes the Neel vector towards positive $\phi$. For small $h$ the new minimum follows from $\sin(4\phi)\approx4\phi$ and $\cos\phi\approx1$:
\begin{equation}
2K\phi-h\approx0\quad\Rightarrow\quad \phi\approx\frac{h}{2K}.
\end{equation}
At $h=0.10K$ this is $0.05$ rad, or about $2.9^\circ$. The stability test has to follow this moving minimum.

\section{Right solution}

\subsection{The stationary points}

Let $s=\sin\phi$. The double-angle formula, used twice, gives
\begin{align}
\sin(4\phi)&=2\sin(2\phi)\cos(2\phi)\nonumber\\
&=2\,(2\sin\phi\cos\phi)(1-2\sin^2\phi)\nonumber\\
&=\cos\phi\,(4s-8s^3).
\end{align}
Inserting this in \eqref{eq:slope} lets $\cos\phi$ be taken out of both terms:
\begin{equation}
E'(\phi)=\cos\phi\,\bigl[K f(s)-h\bigr],\qquad f(s)=2s-4s^3 .
\label{eq:factor}
\end{equation}
For $0\le\phi<90^\circ$ the cosine is positive. The stationary points in this range are therefore the solutions of
\begin{equation}
\frac hK=f(s).
\label{eq:stationary}
\end{equation}

The function $f$ starts at $f(0)=0$. Its derivative,
\begin{equation}
f'(s)=2-12s^2 ,
\end{equation}
is positive up to $s_c=1/\sqrt6$ and negative beyond. So $f$ rises to a single peak and then falls, passing zero at $s=1/\sqrt2$, which is $\phi=45^\circ$. A horizontal line at a height $h/K$ between zero and the peak cuts the curve twice.

At the first crossing $Kf-h$ changes from negative to positive. The energy falls before it and rises after it, so this is the minimum that began at $\phi=0$. At the second crossing the signs are reversed, and this is the maximum that holds the Neel vector back. As $h$ grows the two crossings approach each other.

\subsection{The threshold}

They meet at the peak of $f$:
\begin{align}
\frac{h_c}{K}&=f(s_c)=s_c\,(2-4s_c^2)\nonumber\\
&=\frac1{\sqrt6}\left(2-\frac46\right)=\frac{4}{3\sqrt6}\approx0.544 .
\label{eq:hc}
\end{align}
The angle there is $\phi_c=\arcsin(1/\sqrt6)=24.09^\circ$. The Neel vector has thus turned by about a quarter of the way before it loses its minimum.

At $h=h_c$ the bracket in \eqref{eq:factor} is zero at $\phi_c$ and negative on both sides of it. The energy falls, becomes level at one point, and falls again: the minimum has become an inflection point. For $h>h_c$ the slope is negative all the way from $0$ to just below $90^\circ$, so no barrier is left.

At $90^\circ$ the slope is zero because $\cos\phi=0$. Equation \eqref{eq:curv} gives $E''(90^\circ)=2K+h>0$, so this is a minimum. It remains one, with curvature $2K$, when the field is removed. With enough friction to come to rest there, the film keeps its new state.

\subsection{How the barrier closes}

In terms of $s$ the energy is simple, because $\sin^2(2\phi)=4s^2(1-s^2)$:
\begin{equation}
\frac EK=s^2-s^4-\frac hK s .
\label{eq:es}
\end{equation}
The case $h=K/2$ can be solved by hand. Equation \eqref{eq:stationary} becomes
\begin{equation}
4s^3-2s+\tfrac12=\left(s-\tfrac12\right)(4s^2+2s-1)=0 .
\end{equation}
The positive roots are $s=\tfrac12$, the maximum at $30^\circ$, and $s=(\sqrt5-1)/4$, the minimum at $18^\circ$. Solving \eqref{eq:stationary} numerically at two other fields completes the picture:
\begin{center}
\begin{tabular}{cccc}
$h/K$ & minimum & maximum & barrier$/K$\\
0.10 & $2.88^\circ$ & $42.89^\circ$ & 0.183\\
0.30 & $9.08^\circ$ & $37.94^\circ$ & 0.0737\\
0.50 & $18.00^\circ$ & $30.00^\circ$ & 0.00564
\end{tabular}
\end{center}
Without field the barrier is $K/4$, at $45^\circ$.

Close to the threshold the barrier follows a power law. Let $\delta=(h_c-h)/K$ and $u=s-s_c$. Since $f'(s_c)=0$ and $f''(s_c)=-24s_c$, the derivative of \eqref{eq:es} is, to leading order,
\begin{equation}
\frac{d(E/K)}{ds}=f(s)-\frac hK\approx\delta-12s_cu^2 .
\end{equation}
It vanishes at $u=\pm u_0$, with $u_0=\sqrt{\delta/(12s_c)}$. The barrier $\Delta E$ is the integral between these points:
\begin{equation}
\frac{\Delta E}{K}\approx\int_{-u_0}^{u_0}(\delta-12s_cu^2)\,du
=2\delta u_0-8s_cu_0^3=\frac43\,\delta u_0\approx0.602\,\delta^{3/2}.
\label{eq:law}
\end{equation}
The third step uses $12s_cu_0^2=\delta$. At $h=0.50K$, $\delta=0.0443$ and the law gives $0.0056$, in agreement with the table. The barrier is thus very low well before it is gone, which matters at finite temperature.

\section{Numbers for a film grain}

Mn$_2$Au is a metallic antiferromagnet in which a current can produce a staggered field. The following inputs are rough values in its regime, together with chosen device sizes. Take $K=2.00\,\mu$eV per formula unit and a moment of $4.0\,\mu_B$ on each of the two Mn atoms, one on each sublattice. The threshold energy is
\begin{equation}
h_c=0.5443\times2.00\,\mu\mathrm{eV}=1.089\,\mu\mathrm{eV}
\end{equation}
per formula unit. The staggered field is
\begin{equation}
B_c=\frac{h_c}{2m}=\frac{1.089\,\mu\mathrm{eV}}{2\times4.0\,\mu_B}=2.35\,\mathrm{mT}.
\end{equation}
If a current density of $10^7\,\mathrm{A/cm^2}$ produces $2.0$ mT, the required density is $(2.35/2.0)\times10^7=1.2\times10^7\,\mathrm{A/cm^2}$.

\section{When the threshold moves}

\subsection{A field switched on suddenly}

A slow field was assumed. A sudden one can carry the Neel vector past its minimum and over the barrier, because an antiferromagnet has inertia. Let the exchange energy be $mB_E\,\mathbf n_1\cdot\mathbf n_2$, where $\mathbf n_1$ and $\mathbf n_2$ are the sublattice directions and $B_E$ is the exchange field. When both moments tilt out of the plane by the same small angle $\theta$, this energy rises by $mB_E(1-\cos2\theta)\approx2mB_E\theta^2$. The tilt carries an angular momentum of size $L=2m\theta/\gamma$, where $\gamma$ is the gyromagnetic ratio. Eliminating $\theta$ gives
\begin{equation}
2mB_E\theta^2=\frac{L^2}{2I},\qquad I=\frac{m}{\gamma^2B_E}.
\end{equation}
This is the kinetic energy of a rotor with moment of inertia $I$. Gilbert damping $\alpha$ adds a drag $\alpha m\dot\phi/\gamma$ from each sublattice, so
\begin{equation}
I\ddot\phi+\frac{2\alpha m}{\gamma}\dot\phi=-E'(\phi).
\label{eq:rotor}
\end{equation}

Without damping, a start from rest at $\phi=0$, where $E=0$, conserves $\tfrac12I\dot\phi^2+E=0$. The motion continues as long as $E<0$. By \eqref{eq:es} this means
\begin{equation}
s(1-s^2)<\frac hK .
\end{equation}
The left side is largest at $s=1/\sqrt3$, where it equals $2/(3\sqrt3)=0.385$. A sudden field above $0.385K$ therefore carries an undamped Neel vector over the barrier, although the minimum still exists up to $0.544K$.

Damping decides which value applies. Near $\phi=0$ at zero field, \eqref{eq:rotor} is a damped oscillator with spring constant $2K$. It is overdamped when $(2\alpha m/\gamma)^2>8IK$, which reduces to
\begin{equation}
\alpha>\sqrt{\frac{2K}{mB_E}}\approx0.004
\end{equation}
for a rough exchange field of $1000$ T. Numerical integration of \eqref{eq:rotor}, with the field narrowed down by bisection until the vector just passes the barrier, gives $0.502K$ for $\alpha=0.001$ and $0.544K$ for $\alpha=0.01$. In the second case the sudden and the slow threshold agree to the digits shown. Where a weakly damped vector finally comes to rest is a separate question, since it can also swing past $90^\circ$.

\subsection{Temperature}

Let the grain measure $100\times100\times10\,\mathrm{nm}^3$, with $0.047\,\mathrm{nm}^3$ per formula unit. It holds $N=10^5/0.047=2.13\times10^6$ units. Its barrier without field is $NK/4=1.06$ eV, which is $41.2\,k_BT$ at $300$ kelvin.

Take the mean time to cross a barrier $N\Delta E$ as $\tau_0\exp(N\Delta E/k_BT)$, with a rough attempt time $\tau_0=10$ ps held fixed. At zero field this value suits a damping near $0.001$. At $0.01$ the Neel vector moves more slowly and $\tau_0$ is about $40$ ps, so thermal escape is then weaker than estimated here. During a pulse of length $t_p=10$ ns, escape becomes likely when this time equals $t_p$:
\begin{equation}
\frac{N\Delta E(h)}{k_BT}=\ln\frac{t_p}{\tau_0}=6.91 .
\end{equation}
The required barrier is $\Delta E/K=\tfrac14\times6.91/41.2=0.042$. The law \eqref{eq:law} then gives $\delta=(0.042/0.602)^{2/3}\approx0.17$, so $h\approx0.37K$. Solving with the full barrier gives $0.376K$. This is $0.69$ of the threshold without thermal motion, and corresponds to $1.62$ mT and $8.1\times10^6\,\mathrm{A/cm^2}$. Within this estimate it marks an escape probability of $1-1/e$, about $63\%$, and not a sharp limit. The field also makes the minimum and the barrier top flatter, which slows the attempts. For a grain that turns rigidly the probability is therefore lower, about $0.5$ at a damping of $0.001$ and about $0.15$ at $0.01$. Non-uniform fluctuations of the grain, which are left out here, raise the escape rate.

The same estimate gives the storage time. Without field there are two equal exits, towards $+90^\circ$ and $-90^\circ$, so the mean time is $\tfrac12\tau_0e^{41.2}$, roughly six weeks for $\tau_0=10$ ps and about six months for $40$ ps. This is short for a memory meant to last years. Both times assume a grain that turns uniformly, with $K$ taken as its value at $300$ kelvin. A larger $NK$ lengthens the storage time, but a larger $K$ also raises the switching field in proportion to $K$ in \eqref{eq:hc}.

\subsection{Uniform rotation and heating}

A large grain need not turn as a whole. Let a gradient of the angle cost $A(d\phi/dx)^2$ per volume, and let $K_v=6.82\,\mathrm{kJ/m^3}$ be $K$ divided by the volume of a formula unit. At the top of the zero-field barrier, $\phi=45^\circ$ and $E''=-2K$. A small deviation $u(x)$ changes the energy density by $A(du/dx)^2-K_vu^2$. In a grain of side $L_g$ with free edges, the longest non-uniform wave is $\cos(\pi x/L_g)$. It lowers the energy when $A(\pi/L_g)^2<K_v$, that is, when
\begin{equation}
L_g>\pi\sqrt{A/K_v}=\pi\times38.3\,\mathrm{nm}=120\,\mathrm{nm}
\end{equation}
for a rough $A=10$ pJ/m. The grain of $100$ nm lies below this limit, but not far below. At fixed $A$ the limit scales as $1/\sqrt K$: twice the $K$ gives $85$ nm, and the same grain then no longer crosses the zero-field barrier uniformly. In a wider one a non-uniform path has a lower barrier than $NK/4$.

The current also heats the film. If no heat escapes, a resistivity $\rho=20\,\mu\Omega\,$cm and a heat capacity $C=3.0\,\mathrm{J/(cm^3\,K)}$ give a rise of $j^2\rho t_p/C\approx9$ kelvin at the threshold density of $1.175\times10^7\,\mathrm{A/cm^2}$. Heat flow into the substrate makes it smaller. For the $10$ ns pulse this is a minor correction, but without heat loss it grows in proportion to the pulse length.

\subsection{Beside a real film}

The input $K$ is uncertain. The in-plane anisotropy of such films is small and can be changed by strain, and the threshold without thermal motion scales with it: twice the $K$ then needs twice the current. With thermal escape during the pulse it needs more than twice, because the barrier grows as well. Thermal escape during the pulse lowers the threshold by about $31\%$ with the attempt time of $10$ ps, and by less at a damping of $0.01$, where the attempt time is longer. The field per current density is a rough input too: the required current scales inversely with it and the heating with the inverse square, so a much smaller value would make heating a major effect. Heating by the current, and the strain it causes, can also turn the Neel vector in a real film, so observed switching need not be due to the staggered field alone. Real films can also contain several domains. Their walls can move without the whole film turning together, so \eqref{eq:hc} is not a prediction for switching by wall motion. It applies to a single grain that turns uniformly in a slowly raised field, at a temperature low enough for escape to be negligible.

All numerical values are calculated from the stated model.
